**Work function as dipole barrier minus bulk chemical potential**

The program examines W = D − μ̄, where W is the work function, D is the rise in electron potential energy from the mean interior to the vacuum, and μ̄ is the bulk chemical potential measured from that mean. D equals 4π times the first moment of the electron excess, with a running average over one period in a crystal. For jellium slabs with r_s = 4 bohr, the program solves the Kohn-Sham equations and asserts that the moment reproduces the potential step and that the interior μ̄ agrees with the uniform-gas value within 0.03 eV. It also obtains W from total energies by moving charge to sheets in the vacuum, and asserts agreement with D − μ̄ within 0.015 eV. The output gives D = 0.907 eV, μ̄ = −2.153 eV and W = 3.060 eV, with a difference of 0.0022 eV between the two routes for the 80 bohr slab. Grading the positive edge lowers W and D by nearly the same amount, as asserted within 0.015 eV. A separate layered charge model confirms the averaged moment and shows that the unaveraged moment depends on where it is cut.

## Verification by program

```python
"""
Result under test: the work function of a metal is W = D - mu_bar, where
  D      = 4 pi * first moment of (electron density - positive density),
           the rise of electron potential energy from mean interior to vacuum,
  mu_bar = bulk chemical potential measured from the mean interior potential.
The metal is jellium (uniform positive background), treated with Kohn-Sham
theory, Slater exchange and Wigner correlation. Hartree atomic units.
W is obtained independently from total energies when charge is moved from a
slab to collector sheets in the vacuum. A layered charge model tests the
period-averaged moment needed for crystals.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
RS = 4.0
NBAR = 3 / (4 * np.pi * RS**3)
KF = (3 * np.pi**2 * NBAR) ** (1 / 3)
STEP = 0.1
VACUUM = 20.0
COLLECTOR_DISTANCE = 15.0


def xc_energy_and_potential(density):
    """Energy per electron and potential of exchange and correlation."""
    n = np.maximum(density, 1e-20)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    exchange = -0.75 * (3 * n / np.pi) ** (1 / 3)
    correlation = -0.44 / (rs + 7.8)
    potential = (4 * exchange / 3
                 - 0.44 * (7.8 + 4 * rs / 3) / (rs + 7.8) ** 2)
    return exchange + correlation, potential


def electrostatic(excess):
    """Electron potential energy of a neutral planar system, zero at left."""
    slope = -4 * np.pi * STEP * np.cumsum(excess)
    return np.concatenate(([0.0], np.cumsum(STEP * slope[:-1])))


def fill_subbands(levels, electrons):
    """Fermi level and areal occupation of two-dimensional subbands."""
    for m in range(1, len(levels)):
        fermi = (np.pi * electrons + levels[:m].sum()) / m
        if fermi <= levels[m]:
            return fermi, (fermi - levels[:m]) / np.pi
    raise RuntimeError("too few subbands were calculated")


def solve_slab(thickness, ramp=1e-9, removed=0.0):
    """Self-consistent slab; 'removed' electrons per area sit on collectors."""
    count = int(round((thickness + 2 * VACUUM) / STEP))
    z = (np.arange(count) - (count - 1) / 2) * STEP
    background = NBAR * np.clip((thickness / 2 - abs(z)) / ramp + 0.5, 0, 1)
    place = thickness / 2 + COLLECTOR_DISTANCE + STEP / 2
    on_sheet = abs(abs(z) - place) < STEP / 4
    assert on_sheet.sum() == 2
    fixed = background - on_sheet * removed / (2 * STEP)
    electrons = STEP * fixed.sum()
    density = 1 / (1 + np.exp((abs(z) - thickness / 2) / 0.8))
    density *= electrons / (STEP * density.sum())
    number_levels = int(KF * thickness / np.pi) + 5
    off = np.full(count - 1, -0.5 / STEP**2)
    laplace = np.full(count, 2 / STEP**2)
    laplace[[0, -1]] = 1 / STEP**2
    converged = False
    for _ in range(400):
        potential = (electrostatic(density - fixed)
                     + xc_energy_and_potential(density)[1])
        levels, states = eigh_tridiagonal(
            1 / STEP**2 + potential, off, select="i",
            select_range=(0, number_levels - 1))
        fermi, occupation = fill_subbands(levels, electrons)
        m = len(occupation)
        new_density = (states[:, :m] ** 2 @ occupation) / STEP
        residual = new_density - density
        if STEP * abs(residual).sum() < 1e-9:
            converged = True
            break
        # Thomas-Fermi screening of the density update prevents sloshing.
        screening = 4 * KF / np.pi * np.maximum(density, 0) / NBAR
        bands = np.zeros((3, count))
        bands[0, 1:] = bands[2, :-1] = -1 / STEP**2
        bands[1] = laplace + screening
        response = solve_banded((1, 1), bands, residual)
        density = density + 0.7 * (residual - screening * response)
    assert converged, "self-consistency was not reached"
    v = electrostatic(new_density - fixed)
    band = np.sum(occupation * (fermi + levels[:m]) / 2)
    energy = (band - STEP * np.sum(new_density * potential)
              + 0.5 * STEP * np.sum((new_density - fixed) * v)
              + STEP * np.sum(new_density
                              * xc_energy_and_potential(new_density)[0]))
    return dict(z=z, n=new_density, excess=new_density - fixed, v=v,
                fermi=fermi, energy=energy, subbands=m)


# Averaging length: odd number of cells close to half a Fermi wavelength.
CELLS = 2 * int(np.pi / KF / STEP / 2) + 1
WINDOW = CELLS * STEP


def analyse(slab):
    """Work function, barrier from moment and from potential, interior mu."""
    z, v = slab["z"], slab["v"]
    smooth = np.convolve(slab["excess"], np.ones(CELLS) / CELLS, mode="same")
    right = z > 0
    moment = STEP * np.sum(z[right] * smooth[right])
    interior = v[abs(z) < WINDOW / 2].mean()
    return dict(W=v[0] - slab["fermi"], moment=moment,
                D=4 * np.pi * moment, D_potential=v[0] - interior,
                mu=slab["fermi"] - interior)


# Bulk chemical potential, checked against the derivative of energy density.
kinetic_part = KF**2 / 2
xc_part = float(xc_energy_and_potential(NBAR)[1])
mu_bulk = kinetic_part + xc_part


def energy_density(n):
    k = (3 * np.pi**2 * n) ** (1 / 3)
    return n * (0.3 * k**2 + float(xc_energy_and_potential(n)[0]))


dn = 1e-4 * NBAR
mu_numeric = (energy_density(NBAR + dn) - energy_density(NBAR - dn)) / (2 * dn)
assert abs(mu_numeric - mu_bulk) < 1e-7

# Slabs of increasing thickness: interior chemical potential is the bulk one.
thicknesses = (40.0, 60.0, 80.0)
slabs = [solve_slab(t) for t in thicknesses]
results = [analyse(s) for s in slabs]
for r in results:
    assert abs(r["D"] - r["D_potential"]) < 5e-5
    assert abs(r["mu"] - mu_bulk) * EV < 0.03
main_slab, main = slabs[-1], results[-1]
W_decomposed = main["D"] - mu_bulk

# Work function from its definition, by moving charge into the vacuum.
moved = 2e-5
plus = solve_slab(80.0, removed=moved)
minus = solve_slab(80.0, removed=-moved)
W_energy = (plus["energy"] - minus["energy"]) / (2 * moved)
assert abs(W_energy - main["W"]) < 1e-5
assert abs(W_energy - W_decomposed) * EV < 0.015

# The removed charge comes from the surfaces, not from the interior.
z = main_slab["z"]
taken = (minus["n"] - plus["n"]) / (2 * moved)
inner_share = STEP * taken[abs(z) < 20].sum()
taken_position = STEP * np.sum(abs(z) * taken) - 40.0
assert abs(STEP * taken.sum() - 1) < 1e-6
assert abs(inner_share) < 0.05

# A different surface of the same metal: graded positive edge.
RAMP = 6.0
graded = analyse(solve_slab(80.0, ramp=RAMP))
change_W = graded["W"] - main["W"]
change_D = graded["D"] - main["D"]
assert abs(change_W) * EV > 0.05
assert abs(change_W - change_D) * EV < 0.015

# Layered crystal model: Gaussian ion layers and a smooth electron slab.
period, layers, ion_width, electron_width = 5.0, 10, 0.5, 1.5
h = 0.05
x = np.arange(-1000, 1001) * h
half = period * layers / 2
electron_profile = NBAR / 2 * (
    erf((x + half) / (np.sqrt(2) * electron_width))
    - erf((x - half) / (np.sqrt(2) * electron_width)))
centres = (np.arange(layers) - (layers - 1) / 2) * period
ion_profile = sum(np.exp(-(x - c) ** 2 / (2 * ion_width**2)) for c in centres)
ion_profile *= NBAR * period / (ion_width * np.sqrt(2 * np.pi))
layer_excess = electron_profile - ion_profile
assert abs(h * layer_excess.sum()) < 1e-10


def kernel_potential(point):
    return -2 * np.pi * h * np.sum(abs(point - x) * layer_excess)


points = int(round(period / h))
weights = np.ones(points + 1) / points
weights[[0, -1]] /= 2
cell = (np.arange(points + 1) - points / 2) * h
cell_mean = np.sum(weights * [kernel_potential(p) for p in cell])
crystal_barrier = kernel_potential(x[-1]) - cell_mean
averaged = np.convolve(layer_excess, weights, mode="same")
outer = x > 0
crystal_moment = 4 * np.pi * h * np.sum(x[outer] * averaged[outer])


def raw_moment(cut):
    keep = x > cut
    return 4 * np.pi * h * np.sum((x[keep] - cut) * layer_excess[keep])


raw_between, raw_layer = raw_moment(0.0), raw_moment(period / 2)
crystal_formula = 2 * np.pi * NBAR * (
    electron_width**2 + period**2 / 12 - ion_width**2)
assert abs(crystal_barrier - crystal_moment) < 1e-8
assert abs(crystal_barrier - crystal_formula) < 2e-5
assert raw_between < crystal_barrier < raw_layer

spilled = STEP * main_slab["n"][z > 40].sum()
assert spilled > 0 and main["D"] > 0

print(f"density parameter r_s = {RS:.1f} bohr")
print(f"mean density = {NBAR:.6f} bohr^-3")
print(f"Fermi wave number = {KF:.5f} bohr^-1")
print(f"grid step = {STEP:.2f} bohr")
print(f"vacuum on each side = {VACUUM:.1f} bohr")
print(f"averaging length = {WINDOW:.1f} bohr")
print(f"half Fermi wavelength = {np.pi / KF:.3f} bohr")
print(f"kinetic part of mu_bar = {kinetic_part:.5f} hartree")
print(f"exchange-correlation part of mu_bar = {xc_part:.5f} hartree")
print(f"bulk mu_bar = {mu_bulk:.5f} hartree")
print(f"mu_bar from energy-density derivative = {mu_numeric:.5f} hartree")
for t, s, r in zip(thicknesses, slabs, results):
    print(f"slab {t:.0f} bohr: occupied subbands = {s['subbands']}")
    print(f"  W = {r['W']:.5f}, D = {r['D']:.5f} hartree")
    print(f"  interior mu_bar = {r['mu']:.5f} hartree")
print("following jellium values: 80 bohr slab")
print(f"electrons beyond one edge = {spilled:.6f} bohr^-2")
print(f"first moment of electron excess = {main['moment']:.6f} bohr^-1")
print(f"D from moment = {main['D']:.5f} hartree")
print(f"D from potential difference = {main['D_potential']:.5f} hartree")
print(f"W = D - bulk mu_bar = {W_decomposed:.5f} hartree")
print(f"W from total energies = {W_energy:.5f} hartree")
print(f"difference of these W = {(W_decomposed - W_energy) * EV:.4f} eV")
print(f"D converted = {main['D'] * EV:.3f} eV")
print(f"bulk mu_bar converted = {mu_bulk * EV:.3f} eV")
print(f"W = D - bulk mu_bar converted = {W_decomposed * EV:.3f} eV")
print(f"charge moved in energy test = {moved:.1e} electrons bohr^-2")
print(f"collector distance from edge = {COLLECTOR_DISTANCE:.1f} bohr")
print(f"share of removed charge from |z| < 20 bohr = {inner_share:.4f}")
print(f"mean origin of removed charge outside edge = {taken_position:.3f} bohr")
print(f"graded edge width = {RAMP:.1f} bohr")
print(f"graded edge: W = {graded['W']:.5f}, D = {graded['D']:.5f} hartree")
print(f"graded edge: interior mu_bar = {graded['mu']:.5f} hartree")
print(f"change of W = {change_W:.5f}, of D = {change_D:.5f} hartree")
print(f"layer model: period = {period:.1f} bohr, layers = {layers}")
print(f"layer model: ion width = {ion_width:.1f} bohr")
print(f"layer model: electron edge width = {electron_width:.1f} bohr")
print(f"layer barrier from potential = {crystal_barrier:.5f} hartree")
print(f"layer barrier from averaged moment = {crystal_moment:.5f} hartree")
print(f"raw moment x 4 pi, cut between layers = {raw_between:.5f} hartree")
print(f"raw moment x 4 pi, cut through layer = {raw_layer:.5f} hartree")
print("success")
```

Printed output:

```
density parameter r_s = 4.0 bohr
mean density = 0.003730 bohr^-3
Fermi wave number = 0.47979 bohr^-1
grid step = 0.10 bohr
vacuum on each side = 20.0 bohr
averaging length = 6.5 bohr
half Fermi wavelength = 6.548 bohr
kinetic part of mu_bar = 0.11510 hartree
exchange-correlation part of mu_bar = -0.19422 hartree
bulk mu_bar = -0.07912 hartree
mu_bar from energy-density derivative = -0.07912 hartree
slab 40 bohr: occupied subbands = 6
  W = 0.11165, D = 0.03269 hartree
  interior mu_bar = -0.07894 hartree
slab 60 bohr: occupied subbands = 9
  W = 0.11199, D = 0.03302 hartree
  interior mu_bar = -0.07898 hartree
slab 80 bohr: occupied subbands = 13
  W = 0.11236, D = 0.03332 hartree
  interior mu_bar = -0.07904 hartree
following jellium values: 80 bohr slab
electrons beyond one edge = 0.002005 bohr^-2
first moment of electron excess = 0.002651 bohr^-1
D from moment = 0.03332 hartree
D from potential difference = 0.03332 hartree
W = D - bulk mu_bar = 0.11244 hartree
W from total energies = 0.11236 hartree
difference of these W = 0.0022 eV
D converted = 0.907 eV
bulk mu_bar converted = -2.153 eV
W = D - bulk mu_bar converted = 3.060 eV
charge moved in energy test = 2.0e-05 electrons bohr^-2
collector distance from edge = 15.0 bohr
share of removed charge from |z| < 20 bohr = 0.0098
mean origin of removed charge outside edge = 1.254 bohr
graded edge width = 6.0 bohr
graded edge: W = 0.09780, D = 0.01868 hartree
graded edge: interior mu_bar = -0.07912 hartree
change of W = -0.01456, of D = -0.01463 hartree
layer model: period = 5.0 bohr, layers = 10
layer model: ion width = 0.5 bohr
layer model: electron edge width = 1.5 bohr
layer barrier from potential = 0.09570 hartree
layer barrier from averaged moment = 0.09570 hartree
raw moment x 4 pi, cut between layers = 0.05272 hartree
raw moment x 4 pi, cut through layer = 0.15250 hartree
success
```
